# The radial Dirac hydrogen atom with identical Gaussians in both components

## Problem

An electron moves in the field of a point nucleus, \(V(r)=-Z/r\), with \(Z<c\). Hartree atomic units are used and energies \(E\) are counted from the rest energy. The radial Dirac equations for the large component \(P\) and the small component \(Q\) are

\[
VP+c\left(-Q'+\frac{\kappa}{r}Q\right)=EP,\qquad
c\left(P'+\frac{\kappa}{r}P\right)+(V-2c^2)Q=EQ .
\]

Here \(\kappa=-1\) denotes \(s_{1/2}\) and \(\kappa=+1\) denotes \(p_{1/2}\). Both components are expanded in the same \(n\) real functions, for instance \(r^2e^{-ar^2}\) with \(n\) exponents. "The same" means identical radial functions, not merely equal exponents.

(a) Set up the matrix problem and find its limit for \(c\to\infty\) in a fixed basis. Compare the limit with the Schrödinger problem in the same large-component basis.

(b) In that limit, how are the levels for \(\kappa=-1\) and \(\kappa=+1\) related? What follows for \(p_{1/2}\)?

(c) Find a lower bound for the electron levels at finite \(c\).

(d) Treat one basis function analytically for \(Z=1\).

(e) Interpret a calculation for hydrogen with eight functions \(r^2e^{-ar^2}\), the exponents forming a geometric progression from 0.02 to 40 bohr\(^{-2}\). How is the fault cured?

## Hints

1. In an orthonormal basis the matrix of \(d/dr\) is antisymmetric. Solve the second equation for the small coefficients at large \(c\).
2. For (b), complete a square: add the number \(Z\) to the matrix of \(d/dr-1/r\). Then recall how the spectra of \(B^TB\) and \(BB^T\) are related for a square matrix \(B\).
3. For (c), mix the components by a hyperbolic rotation that removes \(1/r\) from the diagonal blocks. The transformation must preserve the condition \(\det(H-E)=0\), but it need not be orthogonal.
4. For (d), \(\int f f'\,dr=0\) for a function that vanishes at both ends.

## Solution

### (a) The matrix problem and its limit

Orthonormalize the functions and call the result \(f_i\). Using the same combinations for both components changes neither space, so the levels are unaffected. Define

\[
D_{ij}=\int_0^\infty f_i f_j'\,dr,\qquad R_{ij}=\int_0^\infty \frac{f_if_j}{r}\,dr .
\]

Since \(f_i\) vanishes at \(r=0\) and at infinity, integration by parts gives \(D^T=-D\), while \(R^T=R\). With \(\Pi=D+\kappa R\), and hence \(\Pi^T=-D+\kappa R\), the equations for the coefficient vectors \(p,q\) are

\[
-ZRp+c\,\Pi^Tq=Ep,\qquad c\,\Pi p-(ZR+2c^2)q=Eq .
\]

The second equation reads \((2c^2+E+ZR)q=c\,\Pi p\). For a fixed basis and a fixed \(E\), the term \(2c^2\) dominates as \(c\to\infty\), so \(q\to\Pi p/(2c)\). The first equation then becomes

\[
h_\kappa\,p=Ep,\qquad h_\kappa=\tfrac12\Pi^T\Pi-ZR .
\]

To see what kinetic energy this contains, put \(\varphi=P'+\kappa P/r\). The components of \(\Pi p\) are the overlaps \(\langle f_j|\varphi\rangle\), so

\[
T_{\rm proj}=\tfrac12\sum_j\langle f_j|\varphi\rangle^2\le\tfrac12\langle\varphi|\varphi\rangle .
\]

This is Bessel's inequality: the part of \(\varphi\) outside the small-component space is lost. The right-hand side is

\[
\tfrac12\int_0^\infty\left[P'^2+\frac{\kappa^2}{r^2}P^2+\frac{\kappa}{r}(P^2)'\right]dr
=\tfrac12\int_0^\infty\left[P'^2+\frac{\kappa(\kappa+1)}{r^2}P^2\right]dr,
\]

because \(\int (P^2)'/r\,dr=\int P^2/r^2\,dr\) when \(P^2/r\) vanishes at both ends. Since \(\kappa(\kappa+1)=l(l+1)\), with \(l=0\) for \(\kappa=-1\) and \(l=1\) for \(\kappa=+1\), this is the full Schrödinger kinetic energy \(T\).

Thus \(T_{\rm proj}\le T\) for every \(P\). By the min-max principle each limiting level lies at or below the Schrödinger level of the same number in the same basis. The kinetic energies agree for every \(P\) if and only if the small-component space contains all functions \(\varphi\). That condition is kinetic balance, and identical functions do not in general satisfy it.

### (b) Equal spectra for the two signs of \(\kappa\)

Let \(A=D-R\), which is \(\Pi\) for \(\kappa=-1\). Its transpose is \(A^T=-D-R\), so for \(\kappa=+1\) one has \(\Pi=D+R=-A^T\). The two limiting matrices are therefore

\[
h_-=\tfrac12A^TA-ZR,\qquad h_+=\tfrac12AA^T-ZR .
\]

Now set \(B=A+Z\), where \(Z\) multiplies the unit matrix. Because \(A+A^T=-2R\),

\[
B^TB=A^TA-2ZR+Z^2,\qquad BB^T=AA^T-2ZR+Z^2 .
\]

It follows that

\[
h_-=\tfrac12B^TB-\tfrac12Z^2,\qquad h_+=\tfrac12BB^T-\tfrac12Z^2 .
\]

If \(B^TBv=\lambda v\) with \(\lambda\ne0\), then \(Bv\) is an eigenvector of \(BB^T\) with the same \(\lambda\), and the converse holds likewise. For a square matrix the eigenvalue zero also has equal multiplicity on both sides, namely \(n\) minus the rank of \(B\). The two spectra coincide, and no level lies below \(-Z^2/2\).

This contradicts the true spectrum, in which \(1s\) has no \(p\) partner. In the complete space \(B\) is the operator \(d/dr-1/r+Z\), and \(BP=0\) has the normalizable solution \(P=re^{-Zr}\), the \(1s\) function. The transposed equation \((-d/dr-1/r+Z)Q=0\) has the solution \(Q=e^{Zr}/r\), which is not normalizable. So \(B^TB\) has a zero mode that \(BB^T\) lacks. Finite square matrices cannot reproduce this difference.

The lowest \(p_{1/2}\) level is thus also the lowest level of \(h_-\). Combining the floor with the result of (a) for \(l=0\) gives

\[
-\tfrac12Z^2\le E_0(h_+)=E_0(h_-)\le E_{\rm Schr}^{\,l=0},
\]

where the last energy is the Schrödinger ground-state energy for \(l=0\) in the same set. If the set is improved until it describes \(1s\) well, both ends approach \(-Z^2/2\). The limiting \(p_{1/2}\) problem then has a false level at the \(1s\) energy instead of starting at the \(2p\) energy \(-Z^2/8\). Enlarging the common basis does not remove it.

### (c) The floor at finite \(c\)

Let \(\varepsilon=E+c^2\). The levels are the zeros of \(\det M\), with

\[
M=c^2\sigma_3-(\varepsilon+ZR)+c\kappa R\,\sigma_1+cD\,j,\qquad
j=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.
\]

The matrices \(\sigma_1,\sigma_3,j\) act on the two components. Multiply \(M\) from both sides by \(S=\cosh(\theta/2)+\sigma_1\sinh(\theta/2)\), whose determinant is 1. Both \(\sigma_3\) and \(j\) anticommute with \(\sigma_1\), so

\[
S\sigma_3S=\sigma_3\left[\cosh^2(\theta/2)-\sinh^2(\theta/2)\right]=\sigma_3,\qquad SjS=j .
\]

Also \(S^2=\cosh\theta+\sigma_1\sinh\theta\) and \(S\sigma_1S=\sinh\theta+\sigma_1\cosh\theta\). The part of \(SMS\) proportional to the unit matrix in component space is

\[
-\varepsilon\cosh\theta+R\,(c\kappa\sinh\theta-Z\cosh\theta).
\]

The choice \(\tanh\theta=Z/(c\kappa)\), possible because \(Z<c\), removes \(R\) from it. The coefficient of \(\sigma_1\) becomes

\[
X=-\varepsilon\sinh\theta+R\,(c\kappa\cosh\theta-Z\sinh\theta)
=-\varepsilon\sinh\theta+c\kappa\gamma R .
\]

Here \(Z=c\kappa\tanh\theta\) was used, which turns the bracket into \(c\kappa/\cosh\theta\), and for \(|\kappa|=1\)

\[
\gamma=\frac1{\cosh\theta}=\sqrt{1-\frac{Z^2}{c^2}} .
\]

With \(G=X+cD\), and therefore \(G^T=X-cD\),

\[
SMS=\begin{pmatrix}c^2-\varepsilon\cosh\theta&G^T\\ G&-c^2-\varepsilon\cosh\theta\end{pmatrix}.
\]

The diagonal blocks are numbers times the unit matrix, so the determinant is \(\det(ab-G^TG)\), where \(a\) and \(b\) are those numbers. Their product is \(ab=\varepsilon^2\cosh^2\theta-c^4\). A level must therefore satisfy

\[
\varepsilon^2\cosh^2\theta-c^4\in{\rm spec}(G^TG).
\]

Since \(G^TG\) has no negative eigenvalue, \(|\varepsilon|\ge c^2/\cosh\theta=c^2\gamma\). At \(Z=0\) the condition gives \(n\) positive and \(n\) negative values of \(\varepsilon\). As the charge is raised to \(Z\), none can cross the gap, so there remain \(n\) electron levels, and each obeys

\[
E\ge c^2(\gamma-1).
\]

The right-hand side is the exact \(1s_{1/2}\) energy. To verify this, insert \(P=r^\gamma e^{-Zr}\) and \(Q=\lambda P\) with \(\kappa=-1\) and \(\lambda=-c(1-\gamma)/Z\). The first radial equation, divided by \(P\), is

\[
-\frac Zr+c\lambda\left(Z-\frac{1+\gamma}{r}\right)=E .
\]

Its \(1/r\) terms cancel because \(c^2(1-\gamma^2)=Z^2\), and the constant gives \(E=c\lambda Z=c^2(\gamma-1)\). In the second equation the \(1/r\) terms require \(c(\gamma-1)=Z\lambda\), which holds. The constants require \(-cZ=(2c^2+E)\lambda\), which holds because \((1+\gamma)(1-\gamma)c^2=Z^2\).

Reversing \(\kappa\) reverses \(\theta\), hence \(X\to-X\) and \(G\to-G^T\). Then \(G^TG\) is replaced by \(GG^T\), the determinant is unchanged, and the spectra for \(\kappa=\pm1\) coincide at finite \(c\) too. So with identical functions the \(s_{1/2}\) ground level does not fall below its exact value. A fall below the exact lowest level can occur for \(p_{1/2}\), whose exact lowest level lies well above the floor.

### (d) One function

For one normalized function \(f\), \(D=0\) and \(R=u=\langle1/r\rangle\). With \(Z=1\) and \(\kappa=\pm1\),

\[
H=\begin{pmatrix}-u&\kappa cu\\ \kappa cu&-u-2c^2\end{pmatrix},\qquad
E=-u-c^2+c\sqrt{c^2+u^2}
\]

for the upper root. Setting \(dE/du=-1+cu/\sqrt{c^2+u^2}\) to zero gives \(\sqrt{c^2+u^2}=cu\), hence \(u=c/\sqrt{c^2-1}\). This is a minimum, since the second derivative \(c^3/(c^2+u^2)^{3/2}\) is positive. There

\[
E=-u-c^2+c^2u=(c^2-1)u-c^2=c\sqrt{c^2-1}-c^2,
\]

which is the exact \(1s_{1/2}\) energy, obtained even when the calculation is meant for \(p_{1/2}\). The shape of \(f\) did not enter, so this agreement says nothing about the quality of the function.

For \(f\propto r^2e^{-ar^2}\),

\[
u=\frac{\int r^3e^{-2ar^2}dr}{\int r^4e^{-2ar^2}dr}
=\frac{1/(8a^2)}{3\sqrt\pi/[8(2a)^{5/2}]}=\frac{4\sqrt{2a}}{3\sqrt\pi}.
\]

At the minimum \(u\) is 1.0000 bohr\(^{-1}\), so \(a=9\pi u^2/32=0.8836\) bohr\(^{-2}\), with \(E=-0.50000666\) hartree. The exact \(2p_{1/2}\) energy is \(-0.12500208\) hartree.

### (e) Eight functions, and the cure

The two lowest \(p_{1/2}\) levels, in hartree, are:

| Levels | First | Second |
|---|---|---|
| Identical functions | −0.498015 | −0.124769 |
| Kinetic balance | −0.124960 | −0.035024 |
| Exact | −0.125002 | −0.055556 |

With identical functions the first level lies 0.373013 hartree, or 10.15 eV, below the exact \(2p_{1/2}\) energy. The second lies near that energy. A reader who took the lowest electron level for \(2p_{1/2}\) would be wrong by about a factor of four. The second balanced level is about 0.02 hartree too high because this set lacks diffuse functions for \(3p\): nine exponents from 0.005 to 40 bohr\(^{-2}\) bring it to \(-0.05519\) hartree.

The nonrelativistic limit is wrong by a similar amount. As \(c\to\infty\) the lowest level tends to \(-0.498009\) hartree, whereas the Schrödinger energy in the same \(P\) basis is \(-0.124958\) hartree. The distance from the limit is \(-6.2485\), \(-1.5621\) and \(-0.3905\) microhartree for \(c\), \(2c\) and \(4c\). It falls fourfold at each doubling, as a \(1/c^2\) correction should. The fault is therefore in the limiting matrix and is not a relativistic effect.

The expectation values in the false state at \(c\to\infty\) show what is missing:

\[
T_{\rm proj}+\langle V\rangle=0.494239-0.992248=-0.498009\ \text{hartree},
\]
\[
T+\langle V\rangle=20.129451-0.992248=19.137\ \text{hartree}.
\]

The small-component space holds \(0.494/20.13\), about 2.5 per cent, of the squared norm of \(\varphi\). These figures belong to this basis: with 4 and 12 functions over the same range \(T\) is 6.13 and 27.89 hartree, and the fraction is 6.0 and 1.8 per cent. The state looks strongly bound because most of its kinetic energy has been projected away.

With 4, 8 and 12 functions spanning the same range of exponents, the false level is at \(-0.46301\), \(-0.49801\) and \(-0.49728\) hartree. The small rise at the end is permitted. These sets are not nested, and even in nested sets a larger \(P\) space can lower the limiting level while a larger \(Q\) space can raise it.

The cure follows from (a). To each \(g=r^2e^{-ar^2}\) in the large component assign the small function

\[
g'+\frac gr=(3r-2ar^3)e^{-ar^2}.
\]

Now \(T_{\rm proj}=T\), and the limit is the Schrödinger energy of the \(P\) basis, \(-0.124958\) hartree. At the physical \(c\) the lowest level is 0.000042 hartree above the exact one. This is a result for this basis; the argument in (a) concerns \(c\to\infty\) and does not prove a strict bound at finite \(c\).

The numerical check checks these relations numerically, including the equal spectra and the floor for other exponents and another charge.

## Variation 1: equal exponents, but s-type small functions

*For \(p_{1/2}\), keep \(r^2e^{-ar^2}\) in \(P\) and use \(re^{-ar^2}\) in \(Q\). Is this enough?*

Take one function of each kind at \(c\to\infty\), and let \(I_m=\int_0^\infty r^me^{-2ar^2}dr\). Integration by parts gives \(I_{m+2}=(m+1)I_m/(4a)\). The unnormalized \(\varphi=(3r-2ar^3)e^{-ar^2}\) has overlap \(3I_2-2aI_4=\tfrac32I_2\) with \(re^{-ar^2}\), so

\[
T_{\rm proj}=\frac12\,\frac{(3I_2/2)^2}{I_2I_4}=\frac98\,\frac{I_2}{I_4}=\frac98\cdot\frac{4a}{3}=\frac{3a}{2}.
\]

The full value is

\[
T=\frac{9I_2-12aI_4+4a^2I_6}{2I_4}=\frac{12a-12a+5a}{2}=\frac{5a}{2}.
\]

With \(Z=1\) the potential energy is \(-v\sqrt a\), where \(v^2=32/(9\pi)\) from (d). The minimum of \(ta-v\sqrt a\) is \(-v^2/(4t)\). For \(t=3/2\) it is \(-16/(27\pi)=-0.18863\) hartree, below the exact nonrelativistic \(2p\) energy of \(-0.125\) hartree. For the full \(t=5/2\) it is \(-16/(45\pi)=-0.11318\) hartree, above it.

With the eight exponents of (e), the lowest Dirac level is \(-0.125097\) hartree, still 0.000095 hartree below the exact one. The second, \(-0.072634\) hartree, is 0.017 hartree below the exact \(3p_{1/2}\) energy. The spectrum no longer has a level near \(-0.5\) hartree, but for this set the answer is no: the kinetic energy is still incomplete. Unlike the false level of (b), this defect shrinks as the set is made wider and denser. With exponents from 0.002 to 40 bohr\(^{-2}\) the two levels are \(-0.125004\) and \(-0.055597\) hartree for 12 functions, and \(-0.125002\) and \(-0.055556\) hartree for 16.

## Variation 2: the \(s_{1/2}\) ground state

*Use the two functions \(re^{-ar^2}\), with \(a=0.25\) and \(1.25\) bohr\(^{-2}\), in both components for \(\kappa=-1\). What goes wrong?*

The Dirac level is \(-0.487977\) hartree, above the exact \(-0.500007\) hartree as (c) requires. Its limit for \(c\to\infty\) is \(-0.487971\) hartree, but the Schrödinger energy in the same \(P\) basis is \(-0.479021\) hartree. The limit is too low by 0.00895 hartree relative to that energy, although no exact level has been crossed. The closer agreement with the exact energy comes from lost kinetic energy, not from a better large component.

For these functions the balanced partner is

\[
\left(\frac d{dr}-\frac1r\right)re^{-ar^2}=-2ar^2e^{-ar^2}.
\]

Small functions \(r^2e^{-ar^2}\) with the same exponents are therefore already kinetically balanced for \(s_{1/2}\). Equal exponents suffice here, whereas Variation 1 shows that they do not for \(p_{1/2}\).

## Numbers as computed

```
speed of light c = 137.035999 a.u.
exponents (bohr^-2):
  0.02 0.059239 0.17546 0.51971 1.5393 4.5594 13.505 40
exact 1s1/2 = -0.50000666 hartree
exact 2p1/2 = -0.12500208 hartree
exact 3p1/2 = -0.05555630 hartree
p1/2, 8 functions, lowest three levels (hartree):
  identical functions: -0.49801482 -0.12476857 -0.03025702
  equal exponents, s-type Q: -0.12509717 -0.07263442 0.09026517
  kinetic balance: -0.12496013 -0.03502378 0.21308331
largest kappa=+1/-1 level difference = 1.8e-11 hartree
false level minus exact 2p1/2 = -0.373013 hartree
  the same = -10.1502 eV
false level against number of functions (hartree):
  n = 4: -0.46300985
  n = 8: -0.49801482
  n = 12: -0.49728080
limit c -> infinity, lowest p level (hartree):
  identical functions: -0.49800857
  equal exponents, s-type Q: -0.12509511
  kinetic balance: -0.12495805
  Schroedinger, same P basis: -0.12495805
false level minus its limit (microhartree):
  c times 1: -6.2485
  c times 2: -1.5621
  c times 4: -0.3905
false state at c -> infinity (hartree):
  projected kinetic energy = 0.494239
  full kinetic energy = 20.129451
  potential energy = -0.992248
  full kinetic + potential = 19.137204
one p-type Gaussian, optimised exponent:
  identical Q, Dirac: a = 0.8836 bohr^-2
    E = -0.50000666 hartree, <1/r> = 1.0000 bohr^-1
  s-type Q, c -> infinity: a = 0.1258 bohr^-2
    E = -0.18862808 hartree
  Schroedinger: a = 0.0453 bohr^-2
    E = -0.11317685 hartree
s1/2, two s-type Gaussians, a = (0.25, 1.25) bohr^-2:
  identical functions, Dirac = -0.48797705 hartree
  identical functions, limit = -0.48797131 hartree
  Schroedinger = -0.47902108 hartree
```
